# Why a few acceptors suppress frozen-out electrons in n-type semiconductors

Q: I have an n-type semiconductor with a hundred donors for every acceptor. I would expect the acceptors to remove one percent of the electrons. Why can the electron density at low temperature fall by far more than that?

A: One percent is the right estimate for the electrons supplied by the donors, counted together. At low temperature most of those electrons sit on donors, and you are asking about the few in the conduction band. The acceptor density $N_A$ must then be compared with the band density that would exist without acceptors, $n_0(T)$, and not with the donor density $N_D$. If $n_0\gg N_A$, as in a warm sample, the suppression is weak even though the acceptors are the same.

Q: What do the acceptors change, if not the supply of electrons?

A: They change the number of empty donors. Take a uniform, neutral sample in thermal equilibrium. The acceptor levels lie far below the Fermi level, so every acceptor holds an extra electron and is negative. Holes are negligible. With $n$ electrons per volume in the band, neutrality requires

$$N_D^+=n+N_A .$$

The remaining donors are neutral:

$$N_D^0=N_D-N_D^+=N_D-N_A-n .$$

Without acceptors, each empty donor is matched by a band electron, and both become rare together on cooling. With acceptors, at least $N_A$ donors per volume stay empty however cold the sample is. They can capture band electrons, but no band electrons were supplied along with them.

Q: How do I get from empty donors to the value of $n$?

A: By counting arrangements. Assume isolated donors with one bound level at energy $E_d$ below the band edge. A donor is either empty or holds one electron in one of $g=2$ spin states; repulsion excludes a second electron. The band is parabolic with density-of-states mass $m$, and so dilute that Boltzmann statistics hold.

Consider a volume $V$ with $D$ donors and $A$ acceptors, both integers. After the acceptors are filled, $M=D-A$ electrons remain. If $\nu$ are in the band, $M-\nu$ are on donors. With energies counted from the donor level, the weight of this division is

$$W(\nu)=\binom{D}{M-\nu}g^{M-\nu}\frac{z^\nu}{\nu!},\qquad z=VN_c e^{-E_d/kT}.$$

The binomial chooses the occupied donors, the power of $g$ counts their spins, and the last factor is the partition function of $\nu$ indistinguishable particles in a dilute gas. The effective band density $N_c$ is the sum over band states, with a factor 2 for spin:

$$N_c=2\int\frac{d^3k}{(2\pi)^3}e^{-\hbar^2k^2/2mkT}
=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

The integral is Gaussian, $\int d^3k\,e^{-ak^2}=(\pi/a)^{3/2}$ with $a=\hbar^2/2mkT$.

Now move one electron from a donor to the band. The binomial changes by the factor

$$\frac{\binom{D}{M-\nu-1}}{\binom{D}{M-\nu}}
=\frac{M-\nu}{D-(M-\nu)+1}=\frac{M-\nu}{A+\nu+1},$$

because $D-M=A$. One factor $g$ is lost and a factor $z/(\nu+1)$ is gained. The probabilities $P(\nu)$ therefore obey

$$\frac{P(\nu+1)}{P(\nu)}=
\frac{KV(M-\nu)}{(\nu+1)(A+\nu+1)},\qquad
K=\frac{N_c}{g}e^{-E_d/kT}.$$

Multiply out the denominators and sum over $\nu$ from 0 to $M-1$. On the left, $\nu+1$ runs from 1 to $M$, and the missing term at zero would vanish anyway. On the right, the missing term at $\nu=M$ vanishes. Hence

$$\langle\nu(\nu+A)\rangle=KV\langle M-\nu\rangle .$$

In a large sample the relative fluctuations of $\nu$ are negligible, so $\langle\nu^2\rangle$ may be replaced by $\langle\nu\rangle^2$. Division by $V^2$ gives

$$n(n+N_A)=K(N_D-N_A-n). \tag{1}$$

Q: Can I read that as a balance of rates?

A: Yes. Equation (1) is $nN_D^+=KN_D^0$. If empty donors capture electrons at the rate $c\,nN_D^+$ per volume and neutral donors emit them at the rate $eN_D^0$, equilibrium requires the two to be equal, with $e/c=K$. Acceptors hardly change the number of emitters if $N_A\ll N_D$, but they can multiply the number of capture sites. The band density must then fall until capture again equals emission. The equilibrium result depends on $K$ alone, not on how capture takes place.

Q: How large is the reduction in general?

A: Collect the terms of (1):

$$n^2+(N_A+K)n-K(N_D-N_A)=0 .$$

The product of the two roots is negative, so one root is positive. Writing $b=N_A+K$, it is

$$n=\frac{-b+\sqrt{b^2+4K(N_D-N_A)}}{2}
=\frac{2K(N_D-N_A)}{b+\sqrt{b^2+4K(N_D-N_A)}}. \tag{2}$$

The second form follows on multiplying numerator and denominator by $b+\sqrt{\cdots}$. It avoids subtracting two nearly equal numbers.

Freeze-out means $n_0\ll N_D$. Setting $N_A=0$ in (1) gives $n_0^2=K(N_D-n_0)\approx KN_D$, so

$$n_0\approx\sqrt{KN_D}.$$

Now add acceptors with $N_A\ll N_D$. The left side of (1) grows with both $n$ and $N_A$, and the right side falls with both, so $n$ must decrease. It stays below $n_0$, and the bracket on the right of (1) is still close to $N_D$. To leading order,

$$n^2+N_An=n_0^2 .$$

Divide by $n_0^2$ and define $r=n/n_0$ and $x=N_A/(2n_0)$. Then $r^2+2xr-1=0$, whose positive root is

$$\frac{n}{n_0}=\sqrt{1+x^2}-x,\qquad x=\frac{N_A}{2n_0}. \tag{3}$$

The donor density enters this ratio through $n_0$ alone. For $x\ll1$, $r\approx1-x$, or $n\approx n_0-N_A/2$. For $x\gg1$, the expansion $\sqrt{1+x^2}\approx x+1/(2x)$ gives

$$n\approx\frac{n_0^2}{N_A},\qquad \frac{n_0}{n}\approx\frac{N_A}{n_0}.$$

If the small reduction of neutral donors is kept, the density in this second limit is $n\approx K(N_D-N_A)/N_A$, which follows from (1) when $n$ is dropped beside $N_A$ and beside $N_D-N_A$.

Q: Please put numbers in. How bad is one percent of acceptors at 20 K?

A: Take a model semiconductor with $E_d=50$ meV, $m=m_e$, $g=2$, $N_D=10^{14}$ cm$^{-3}$ and $N_A=10^{12}$ cm$^{-3}$. These are round parameters, not those of a named material. At 20 K, $kT=1.7235$ meV and $N_c=4.32\times10^{17}$ cm$^{-3}$, so

$$K=\frac{4.32\times10^{17}}{2}\,e^{-50/1.7235}\ \text{cm}^{-3}
=5.43\times10^4\ \text{cm}^{-3}.$$

The two limiting formulas give

$$n_0\approx\sqrt{(5.43\times10^4)(10^{14})}\ \text{cm}^{-3}
=2.33\times10^9\ \text{cm}^{-3},$$

$$n\approx\frac{(5.43\times10^4)(0.99\times10^{14})}{10^{12}}\ \text{cm}^{-3}
=5.38\times10^6\ \text{cm}^{-3}.$$

The second density is $5.38\times10^{12}$ m$^{-3}$. One acceptor per hundred donors lowers the band density by a factor of 433. A solution of the full neutrality condition, with Fermi–Dirac band integrals, holes and acceptor occupation included, gives the same densities to the digits quoted.

The factor can be traced. The density of empty donors rises from $2.33\times10^9$ to $1.00\times10^{12}$ cm$^{-3}$, a factor of 429. The density of neutral donors falls by one percent. Since $n=KN_D^0/N_D^+$, the suppression is $429/0.99=433$.

Q: How do I know that the empty donors are responsible, and not the loss of donor electrons?

A: Separate the two changes. Instead of adding $N_A$ acceptors, remove $N_A$ donors. The number of electrons shared between donors and band is again $N_D-N_A$, but no donor is forced to stay empty. In freeze-out the band density is then $\sqrt{K(N_D-N_A)}$, and relative to $n_0$ it is

$$\sqrt{1-\frac{N_A}{N_D}}=\sqrt{0.99}=0.995 .$$

The full neutrality calculation also gives 0.995. Losing one percent of the donor electrons costs half a percent of the band density. The factor of 433 requires the permanently empty donors.

Q: Then where did the acceptors get their electrons? There were never $10^{12}$ per cm$^3$ in the band.

A: Almost all came from donors that would otherwise be neutral. The net loss from the band is $n_0-n=2.33\times10^9-0.005\times10^9\approx2.33\times10^9$ cm$^{-3}$, which is 0.23% of $N_A$. The other 99.77% appears as a reduction of $N_D^0$.

The cost of one more acceptor follows from differentiating the quadratic equation with respect to $N_A$ at fixed $T$ and $N_D$:

$$2n\frac{dn}{dN_A}+(N_A+K)\frac{dn}{dN_A}+n+K=0,$$

$$-\frac{dn}{dN_A}=\frac{n+K}{2n+K+N_A}<1. \tag{4}$$

The inequality holds because the denominator exceeds the numerator by $n+N_A>0$. Within this model an added acceptor never removes more than one electron from the band. The suppression is large as a ratio because $n_0$ is small, not because each acceptor removes many electrons.

The limits of (4) show how the behaviour changes. For the first acceptors in freeze-out, $K$ and $N_A$ are small beside $n$, and the loss is one half of a band electron per acceptor. At 20 K and $N_A=10^8$ cm$^{-3}$ the numerical derivative is 0.489. At $10^{12}$ cm$^{-3}$ formula (4) gives $5.4\times10^{-6}$, because few band electrons are left to lose. At 100 K and $N_A=10^{11}$ cm$^{-3}$ it is 0.987: there $K$ is much larger than $n$, nearly all donors are ionized, and your original subtraction is nearly right.

Q: How few acceptors would already matter at 20 K?

A: Rearrange the equation for $r$. Dividing $r^2+2xr-1=0$ by $r$ gives

$$\frac{N_A}{n_0}=2x=\frac1r-r .$$

For a tenfold suppression, $r=0.1$ and $N_A=(10-0.1)n_0=9.9\,n_0$. With $n_0=2.33\times10^9$ cm$^{-3}$ this is $2.3\times10^{10}$ cm$^{-3}$, or $2.3\times10^{-4}$ of the donor density. About one acceptor per 4300 donors is enough.

At the weak end, $N_A=10^8$ cm$^{-3}$ leaves 97.9% of the electrons in the band, and $10^9$ cm$^{-3}$ leaves 80.8%. Formula (3) agrees with the full calculation to the digits given here. At $10^{12}$ cm$^{-3}$ it gives 0.00233 against 0.00231. This difference of about one percent arises because (3) neglects $N_A$ beside $N_D$.

Q: What happens when I warm the sample?

A: $K$ and $n_0$ rise, while $N_A$ stays fixed. For the same two impurity densities, the full calculation gives:

| $T$ (K) | $n_0$ (cm$^{-3}$) | $n$ (cm$^{-3}$) | $n_0/n$ |
|---:|---:|---:|---:|
| 20 | $2.33\times10^9$ | $5.38\times10^6$ | 433 |
| 25 | $5.01\times10^{10}$ | $2.48\times10^9$ | 20.2 |
| 30 | $3.97\times10^{11}$ | $1.37\times10^{11}$ | 2.89 |
| 40 | $5.38\times10^{12}$ | $4.89\times10^{12}$ | 1.10 |
| 100 | $9.87\times10^{13}$ | $9.77\times10^{13}$ | 1.01 |

The change of regime takes place around the temperature at which $n_0=N_A$, 32.9 K here. At that temperature $x=1/2$, and (3) gives $n/n_0=(\sqrt5-1)/2=0.618$. The full calculation gives 0.615. To see why it is lower, use $n_0^2=K(N_D-n_0)$ with $n_0=N_A$ to eliminate $K$ from (1):

$$r^2+r=\frac{N_D-N_A-n}{N_D-N_A}=1-\frac{n}{N_D-N_A}.$$

The last term is $0.0062$. A small change $\delta r$ changes the left side by $(2r+1)\delta r=2.24\,\delta r$, so $\delta r=-0.0028$, which accounts for the difference.

When $K\gg N_D$, equation (1) requires nearly all donors to be ionized, and $n\to N_D-N_A$. As long as holes remain negligible, the ratio $n_0/n$ then tends to $N_D/(N_D-N_A)=1.0101$, the ordinary one-percent effect. In the other direction, $K\to0$ as $T\to0$, so $n_0$ eventually falls below any fixed nonzero $N_A$. Within this model, even a very small acceptor density becomes important if the sample is cold enough and remains in equilibrium.

Q: I usually hear this explained through the Fermi level. Is that a different cause?

A: It is the same balance expressed in another variable. Measure the Fermi level $\mu$ from the conduction-band edge, so that $n=N_ce^{\mu/kT}$ in a nondegenerate band. Without acceptors, $n_0\approx\sqrt{KN_D}$ gives

$$\mu_0=kT\ln\frac{\sqrt{KN_D}}{N_c}
=\frac{kT}{2}\ln\left(\frac{N_D}{gN_c}e^{-E_d/kT}\right)
=-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{gN_c}.$$

With acceptors in the strong-suppression limit, $n\approx K(N_D-N_A)/N_A$ gives

$$\mu=kT\ln\left(\frac{N_D-N_A}{gN_A}e^{-E_d/kT}\right)
=-E_d+kT\ln\frac{N_D-N_A}{gN_A}.$$

As $T\to0$ the terms with $kT$ vanish, including $T\ln N_c$, since $T\ln T\to0$. The Fermi level then tends to halfway between donor level and band edge without acceptors, and to the donor level with them. A partly filled donor level requires $\mu$ to lie near it. The halfway limit relies on excluding a second electron from the donor. Real shallow donors can bind one weakly. With an assumed binding of 2.8 meV, $n_0$ at 20 K changes by only 0.03%, but at 4 K negative donors outnumber band electrons, $n_0$ falls to 0.43 of the model value, and $\mu_0$ tends to $-26.4$ meV instead of $-25$ meV as $T\to0$.

At 20 K the values are $-32.8$ and $-43.3$ meV. The second is still 6.7 meV above the donor level because 99% of the donors are occupied. The drop of 10.46 meV is $6.07\,kT$, and $e^{6.07}\approx433$. This is the same suppression, not an additional one.

Q: What would I see in an Arrhenius plot of the electron density?

A: A change of slope. Take the logarithm of (1),

$$\ln n+\ln(n+N_A)-\ln(N_D-N_A-n)=\ln K,$$

and differentiate. A change $d\ln n$ means $dn=n\,d\ln n$, so

$$\left[1+\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n}\right]d\ln n=d\ln K .$$

Call the bracket $1/s$. Since $\ln K=\text{const}+\tfrac32\ln T-E_d/kT$, the apparent activation energy is

$$E_{\rm act}=-\frac{d\ln n}{d(1/kT)}
=s\left(E_d+\tfrac32kT\right). \tag{5}$$

The thermal term comes from the growth of $N_c$ with temperature. In freeze-out the last term of the bracket is small. Then $s\approx1/2$ for $n\gg N_A$ and $s\approx1$ for $n\ll N_A$.

At 20 K, $E_d+\tfrac32kT=52.6$ meV. The numerical slopes are 26.3 meV without acceptors and 52.6 meV with them. The steeper slope makes the suppression deepen on cooling. For the compensated sample at 30 K, where $n$ is not yet far below $N_A$, the slope is 48.0 meV. At 60 K it is 17.8 meV, because more than half of the donors are ionized and the last term in the bracket matters. A slope taken there must not be read as either $E_d$ or $E_d/2$.

To see the half-slope region clearly in a compensated sample, you need a temperature range with $N_A\ll n\ll N_D$. If $N_A$ is comparable with $N_D$, no such range exists. Even at one percent there is no plateau: in the example $s$ is 0.63, 0.53, 0.49 and 0.44 at 35, 40, 45 and 50 K.

Q: Does the counting law hold without assuming the Fermi function for donors?

A: Yes; the derivation of (1) used none. An explicit sum over arrangements shows the effect in a finite system. For 5000 donors and $KV=2$, the mean number of band electrons is 98.76 without acceptors and 28.37 with 300. For these numbers the large-system quadratic gives 99.00 and 28.45. The finite means are slightly lower because $\langle\nu^2\rangle=\langle\nu\rangle^2+\mathrm{var}(\nu)$: the positive variance takes part of the left side of the counting identity.

Q: When should I distrust this for a real sample?

A: First, when the donors are not isolated. Charged impurities shift donor levels by different amounts. For an assumed relative permittivity of 12, the Coulomb energy at the distance $N_D^{-1/3}=215$ nm is 0.56 meV, or $0.32\,kT$ at 20 K. This is the shift felt by a donor at a typical donor spacing from a charge. In the example only about $2N_A$ impurities per volume are charged, and at their spacing, $(2N_A)^{-1/3}=794$ nm, the energy is 0.15 meV, or $0.09\,kT$. These are scales, not bounds. A common shift of the smaller size would already change $K$ by a factor $e^{0.09}\approx1.09$, so the three digits in 433 belong to the model and not to a prediction for a sample. At higher donor density or lower temperature this energy is larger relative to $kT$. If donor states overlap enough to form an impurity band, a single sharp level is no longer adequate.

Second, the formula gives the density of band electrons, not the conductivity. Electrons can also hop from occupied to empty donors, and acceptors provide empty donors. A measured current need not fall by the same factor as $n$.

Third, low-lying excited donor states add to the bound-state weight. The factor $g$ must then be replaced by $\sum_i g_ie^{-\Delta_i/kT}$, where $\Delta_i$ is the energy of level $i$ above the ground level. This changes $K$ but leaves the relation between empty donors and acceptors intact. Because the weight now depends on temperature, $E_d$ in (5) must be replaced by $E_d-\langle\Delta\rangle$, where $\langle\Delta\rangle$ is the thermal mean excitation energy of a neutral donor.

Finally, the sample must be in equilibrium. Light or an injected current can maintain band electrons that (1) does not count. In equilibrium and with $N_A\ll N_D$, the comparison to make at each temperature is $N_A$ against $n_0(T)$. Formula (3) needs both $N_A\ll N_D$ and $n_0\ll N_D$. If $N_A$ is comparable with $N_D$, or if the sample is warm enough that many donors are ionized, (2) should be used instead: at 100 K in the example, (3) would give a loss of $0.50\,N_A$ from the band, while the loss is $0.99\,N_A$.

## Numbers as computed

```
Donor binding energy: 50 meV; gap: 1000 meV
Acceptor level above valence band: 50 meV
Mass: 1 m_e; donor degeneracy: 2
N_D = 1.0e+14 cm^-3; N_A = 1.0e+12 cm^-3
T = 20 K; kT = 1.7235 meV
N_c = 4.3195e+17 cm^-3
K = 5.4320e+04 cm^-3
n0 without acceptors = 2.3306e+09 cm^-3
n with acceptors = 5.3776e+06 cm^-3
n0 limiting formula = 2.3307e+09 cm^-3
n limiting formula = 5.3777e+06 cm^-3
Suppression n0/n = 433.39
Empty donors without acceptors = 2.3306e+09 cm^-3
Empty donors with acceptors = 1.0000e+12 cm^-3
Increase of empty donors = 429.07 times
Control, N_A donors removed: n/n0 = 0.99499
Band loss / N_A = 0.00233
mu without acceptors = -32.811 meV
mu with acceptors = -43.275 meV
exp(drop of mu / kT) = 433.39
Scan at 20 K: N_A (cm^-3), n/n0 full, n/n0 universal
  1e+08  0.97878  0.97878
  1e+09  0.80822  0.80822
  1e+10  0.22160  0.22162
  1e+11  0.02327  0.02329
  1e+12  0.00231  0.00233
N_A for tenfold suppression = 2.3068e+10 cm^-3
  as N_A/n0 = 9.898; as N_A/N_D = 2.307e-04
T (K), n0 (cm^-3), n (cm^-3), n0/n
  20  2.3306e+09  5.3776e+06  433.3934
  25  5.0118e+10  2.4818e+09  20.1947
  30  3.9682e+11  1.3741e+11  2.8878
  40  5.3839e+12  4.8926e+12  1.1004
  60  5.5895e+13  5.5203e+13  1.0125
  100  9.8665e+13  9.7679e+13  1.0101
Crossover n0 = N_A at T = 32.92 K
n/n0 at crossover = 0.6153; ideal = 0.6180
T (K), N_A (cm^-3), band electrons lost per added acceptor
  20  1e+08  0.48928
  20  1e+12  0.00001
  30  1e+11  0.43859
  100  1e+11  0.98683
T (K), N_A (cm^-3), apparent activation energy (meV)
  20  0e+00  26.29
  20  1e+12  52.58
  30  1e+12  48.01
  60  1e+12  17.81
Counting: 5000 donors, KV = 2, mean number of band electrons
  no acceptors: 98.76; 300: 28.37
Relative permittivity = 12
Mean donor spacing = 215.4 nm
Coulomb energy there = 0.557 meV; /kT = 0.323
```
